# Why summing free-atom C6 overestimates C3 at a metal surface

## A fixed dipole above a metal

Put a fixed dipole $d$, perpendicular to the surface, at height $z$ above a perfect static conductor. The image is a parallel dipole of equal size at distance $2z$. It produces at the source the field $2d/(2z)^3=d/(4z^3)$. Since this field is induced by the dipole itself, the energy carries a factor one half:

$$E_{\rm metal}=-\frac12 d\,\frac{d}{4z^3}=-\frac{d^2}{8z^3}.$$

Atomic units with Gaussian electrostatics are used in the algebra.

Now build the metal from free atoms of static polarizability $\alpha_B(0)$ and number density $\rho$, each responding to the source dipole alone. An atom at distance $r$, in a direction making an angle $\theta$ with the inward normal, gains $-\frac12\alpha_B(0)d^2(1+3\cos^2\theta)/r^6$. With $\mu=\cos\theta$, the half-space begins at $r=z/\mu$, and

$$\int_{z/\mu}^{\infty}\frac{r^2dr}{r^6}=\frac{\mu^3}{3z^3}.$$

The summed energy is therefore

$$E_{\rm pair}=-\frac{\rho\alpha_B(0)d^2}{2}\,\frac{2\pi}{3z^3}\int_0^1(1+3\mu^2)\mu^3d\mu
=-\frac{2\pi\rho\alpha_B(0)\,d^2}{8z^3},$$

because the last integral is $1/4+1/2=3/4$. The pair sum replaces the image strength 1 by $2\pi\rho\alpha_B(0)$. For magnesium in the calculation below, this number is 3.26. Free magnesium atoms at the density of the metal, summed in this way, would attract the dipole about three times as strongly as a perfect mirror does.

Two things are missing: the valence electrons of the metal are free rather than bound, and the metal responds to its own induced charge, which caps the image strength at 1. Dispersion contains the same error, weighted over frequency.

## From the fixed dipole to dispersion

Let atom A be xenon, far enough from the surface for overlap to be negligible and near enough for retardation to be negligible. Its energy is $-C_3/z^3$ to leading order. The metal is a flat half-space with a local dielectric function $\epsilon$.

**Reflection.** Place a unit charge at height $h$. Let $R$ be the distance from the charge and $R'$ the distance from its mirror point. Outside, try the potential $1/R-g/R'$; inside, try $t/R$. At the surface $R=R'$, so continuity gives $1-g=t$. There the normal derivatives of $1/R$ and $1/R'$ are $h/R^3$ and $-h/R^3$, so continuity of the normal displacement gives $1+g=\epsilon t$. Eliminating $t$,

$$1+g=\epsilon(1-g),\qquad g=\frac{\epsilon-1}{\epsilon+1}.$$

The image of a perpendicular dipole is $+g d$, seen along its axis at distance $2z$. The image of a parallel dipole is $-g d$, seen from the side. The reflected field per unit dipole is thus

$$G_{zz}=\frac{g}{4z^3},\qquad G_{xx}=G_{yy}=\frac{g}{8z^3},\qquad
\operatorname{Tr}G=\frac{g}{2z^3}.$$

**Zero-point energy.** Represent the dipole excitations of A by oscillators. The dipole $p$ obeys $p=\alpha_A(E_{\rm ext}+Gp)$, so coupled modes occur where $1-\alpha_AG=0$ for each direction. At imaginary frequency $iu$, this function is a ratio of products of $u^2+\omega'^2$ for coupled modes and $u^2+\omega^2$ for uncoupled ones. The identity

$$\int_0^\infty\ln\frac{u^2+a^2}{u^2+b^2}\,du=\pi(a-b)$$

follows because the $a$-derivative of the left side is $\int_0^\infty 2a\,du/(u^2+a^2)=\pi$, and both sides vanish at $a=b$. The change in zero-point energy is then

$$\frac12\sum(\omega'-\omega)=\frac1{2\pi}\int_0^\infty
\ln\det(1-\alpha_AG)\,du
\simeq-\frac1{2\pi}\int_0^\infty\alpha_A\operatorname{Tr}G\,du .$$

The last form is first order in $G$, which suffices for the $1/z^3$ term. Inserting the trace gives the Lifshitz-Zaremba-Kohn coefficient

$$C_3=\frac1{4\pi}\int_0^\infty\alpha_A(iu)\,g(iu)\,du .$$

Its prefactor is tested by diagonalizing an atomic oscillator coupled to surface-plasmon oscillators.

**Pair energies.** The same energy formula gives $C_6$. The field of a dipole on A has components $(2,-1,-1)p/r^3$ at B. B responds and sends the field back through the same factors, so the returned field per unit dipole is $\alpha_B(4,1,1)/r^6$, with trace $6\alpha_B/r^6$. Hence

$$E_{AB}=-\frac{C_6}{r^6},\qquad
C_6=\frac3\pi\int_0^\infty\alpha_A(iu)\alpha_B(iu)\,du .$$

Summing over the half-space gives

$$-\rho C_6\,2\pi\int_0^1d\mu\,\frac{\mu^3}{3z^3}
=-\frac{\pi\rho C_6}{6z^3}.$$

With the integral for $C_6$ inserted,

$$C_3^{\rm pair}=\frac{\pi\rho C_6}{6}
=\frac1{4\pi}\int_0^\infty\alpha_A(iu)\,[2\pi\rho\alpha_B(iu)]\,du .$$

The two theories share the same xenon response and the same prefactor. They differ in one function: the pair sum uses $2\pi\rho\alpha_B$ where the metal supplies $g$. For a passive medium $\epsilon(iu)\ge1$, so $0\le g\le1$. The pair response has no such ceiling.

Replacing the lattice by a continuum is not the source of the discrepancy. In a simple cubic lattice whose edge lies half a spacing outside the first layer, the sum at a height of six spacings is 0.9845 of the integral. Treating the layers as a midpoint rule predicts a leading relative deficit of $1/(2\cdot6^2)=0.014$, which vanishes as the height grows; the finite block used in the sum also omits some distant sites.

## What screening does

Suppose first that the polarization responds to the source field alone, with susceptibility $\chi_m=(\epsilon-1)/4\pi$. The opening calculation, with $\rho\alpha_B$ replaced by $\chi_m$, gives the reflection strength

$$\chi=2\pi\chi_m=\frac{\epsilon-1}{2}.$$

Now include the surface charge. Let $E_0$ be the normal source field at the surface, pointing into the metal. The induced charge, of magnitude $\sigma$ per area, opposes it just inside with the field $2\pi\sigma$. Therefore

$$\sigma=\chi_m(E_0-2\pi\sigma),\qquad
\sigma=\frac{\chi_mE_0}{1+2\pi\chi_m}.$$

The reflection is reduced by the same factor:

$$g=\frac{\chi}{1+\chi}=\frac{\epsilon-1}{\epsilon+1}.$$

The denominator is the screening. When $\chi$ is small it hardly matters. When $\chi$ is large, $g$ approaches 1 however polarizable the medium is.

**Localized dipoles.** If the solid consisted of atoms that kept their free polarizability, each atom in a cubic environment would feel $E+4\pi P/3$. Then

$$P=\rho\alpha_B\left(E+\frac{4\pi P}{3}\right),\qquad
\epsilon-1=\frac{4\pi P}{E}=\frac{4\pi\rho\alpha_B}{1-4\pi\rho\alpha_B/3}.$$

Write $y=2\pi\rho\alpha_B$, so that $\epsilon-1=2y/(1-2y/3)$ and $\epsilon+1=(2+2y/3)/(1-2y/3)$. This gives

$$g=\frac{y}{1+y/3}=y-\frac{y^2}{3}+\cdots .$$

The first term is the pair sum. The next contains two atoms of the solid at once, so it is a three-body term. A microscopic calculation on a layered dipole lattice tests this result. For a polarizability of 0.10 cell volumes, the reflection is 0.628 without coupling among the lattice dipoles and 0.519 with it. The formula gives $0.628/(1+0.628/3)=0.519$. Here nothing but the mutual coupling was changed.

**Why this correction is not enough for a metal.** The localized formula requires $4\pi\rho\alpha_B/3<1$ in the static limit. Otherwise its denominator is negative and the assumed array of bound dipoles is unstable. The calculated values are 2.17 for Mg and 2.97 for Ag. The condition is the same as $y<3/2$, whereas the static $y$ values are 3.26 and 4.45. As computed here they also exceed 3, the radius of convergence of the expansion in $y$, but for both metals that margin is within the error of the Hartree-Fock polarizability. The argument here needs only the limit 3/2. Adding a three-body correction to the pair sum therefore does not repair the low-frequency response. The metal model used below treats the valence electrons as free from the start.

**Free electrons.** For $Z$ free electrons per atom, the displacement $x$ obeys $-\omega^2x=-E$, so $P=-Z\rho x=-Z\rho E/\omega^2$. At $\omega=iu$ this becomes $P=Z\rho E/u^2$, and

$$\epsilon=1+\frac{4\pi Z\rho}{u^2},\qquad
\chi=\frac{\omega_s^2}{u^2},\qquad
g=\frac{\omega_s^2}{\omega_s^2+u^2},\qquad
\omega_s^2=2\pi Z\rho .$$

Two changes separate the free atom from the metal. Removing the atomic binding makes the unscreened response larger; it even diverges at $u=0$. Screening then limits the reflection to 1. The net result depends on which frequency is larger, that of the atom or that of the surface plasmon.

## When the pair sum is too large

Give A a single excitation at $\Omega$, and give B one valence oscillator at $\omega_B$ with strength $Z$. Then

$$2\pi\rho\alpha_B=\frac{\omega_s^2}{\omega_B^2+u^2},$$

which has the same numerator as the metallic $g$. Partial fractions give

$$\int_0^\infty\frac{du}{(a^2+u^2)(b^2+u^2)}
=\frac{1}{b^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2b}\right)
=\frac{\pi}{2ab(a+b)}.$$

Taking $a=\Omega$, with $b=\omega_B$ for the pair sum and $b=\omega_s$ for the metal,

$$\frac{C_3^{\rm pair}}{C_3}
=\frac{\omega_s(\Omega+\omega_s)}{\omega_B(\Omega+\omega_B)} .$$

The function $x(\Omega+x)$ increases with positive $x$. In this model the pair sum is therefore too large if and only if $\omega_s>\omega_B$. Since $2\pi\rho\alpha_B(0)=\omega_s^2/\omega_B^2$, the same condition says that the static pair response exceeds that of a mirror.

With $\Omega=14$ eV and $\omega_B=5$ eV, a surface plasmon at 8 eV gives the ratio 1.85. A dilute free-electron medium with $\omega_s=3$ eV gives 0.54: the pair sum is then too small. The overestimate follows from $\omega_s>\omega_B$ and is not a general property of pair sums. At fixed $\omega_B$ a low enough density reverses it, since $\omega_s\propto\sqrt{\rho}$. A dilute real metal need not do so: the alkali metals are dilute, but their atoms also have low excitation frequencies, so they still satisfy the condition. The 3 eV case illustrates the formula and does not stand for such a metal.

## Xenon on magnesium and silver

Magnesium serves as the free-electron metal, with $Z=2$, and silver as the noble metal, with $Z=1$. The densities are rounded inputs: 0.043 and 0.059 atoms per Å$^3$. Time-dependent Hartree-Fock in the def2-TZVPPD basis supplies the dynamic polarizabilities of the free atoms and of the ion cores Mg$^{2+}$ and Ag$^+$. Xe and Ag use effective core potentials.

The ion cores matter for silver, whose filled d shell is polarizable. In the model they feel the cubic local field of the other cores, while the evenly spread free electrons add no cavity field. The localized-dipole result for the cores is added to the free-electron term:

$$\epsilon(iu)=1+\frac{4\pi Z\rho}{u^2}
+\frac{4\pi\rho\alpha_c(iu)}{1-4\pi\rho\alpha_c(iu)/3}.$$

For the cores the static value of $4\pi\rho\alpha_c/3$ is 0.01 in Mg and 0.25 in Ag, so the formula is stable where it is used.

The half-space sums are

$$C_3^{\rm pair}({\rm Mg})=\frac{\pi(0.043)(232.2)}{6}=5.23\ {\rm eV\,Å^3},$$

$$C_3^{\rm pair}({\rm Ag})=\frac{\pi(0.059)(218.0)}{6}=6.73\ {\rm eV\,Å^3}.$$

The comparison with the screened integral is as follows, with $C_3$ in eV Å$^3$.

| Quantity | Mg | Ag |
|---|---:|---:|
| Pair sum | 5.23 | 6.73 |
| Screened | 2.51 | 2.89 |
| Free electrons alone | 2.46 | 2.17 |
| Pair/screened | 2.09 | 2.33 |

In atomic units the pair and screened values are 1.30 and 0.62 for Mg, and 1.67 and 0.72 for Ag. With Hartree-Fock atoms, the pair sum exceeds the result of this metal model by a factor of 2.1 for Mg and 2.3 for Ag. Part of that factor comes from Hartree-Fock itself, which makes the free metal atoms too polarizable, silver especially. Within this metal model, a factor of up to about two is the safer reading. For silver, a less polarizable atom, a more polarizable core and the interband transitions left out of the model would all lower the ratio.

The silver core raises the screened coefficient from 2.17 to 2.89 eV Å$^3$. Leaving it out would make the discrepancy look larger than it is. For magnesium the core changes $C_3$ by only a few percent.

The response functions show where the excess arises. Each entry gives $2\pi\rho\alpha_B$ followed by $g$.

| $u$ (eV) | Mg | Ag |
|---:|---:|---:|
| 0 | 3.26 / 1.00 | 4.45 / 1.00 |
| 5 | 1.34 / 0.70 | 1.45 / 0.67 |
| 10 | 0.50 / 0.38 | 0.65 / 0.43 |
| 30 | 0.07 / 0.07 | 0.20 / 0.18 |

The surface-plasmon energies of the free electrons are 7.7 eV for Mg and 6.4 eV for Ag. Frequencies below them supply 94% and 87% of the respective excess. In silver the d electrons are still partly bound at 30 eV, but they enter both responses. The valence electrons respond at high $u$ mainly through their inertia, and neither atomic binding nor screening then matters much for them. In the one-oscillator model this is visible directly: the ratio of the two responses, $(\omega_s^2+u^2)/(\omega_B^2+u^2)$, tends to 1.

With the xenon response computed here, a perfect mirror at all frequencies would give $C_3=8.51$ eV Å$^3$; the core electrons replaced by the effective core potential are not included. Both pair sums lie below this ceiling, so the integrated coefficient alone does not reveal the fault. The fault appears in the integrand, where the pair response exceeds 1 at low frequency.

**A hand estimate for magnesium.** The static pair response fixes an effective atomic frequency:

$$\omega_B=\frac{\omega_s}{\sqrt{2\pi\rho\alpha_B(0)}}
=\frac{7.70}{\sqrt{3.255}}=4.27\ {\rm eV}.$$

For one oscillator the mirror coefficient is $\alpha_A(0)\Omega/8$, since $\int_0^\infty\Omega^2du/(\Omega^2+u^2)=\pi\Omega/2$. With the xenon polarizability 3.97 Å$^3$,

$$\Omega=\frac{8(8.51)}{3.97}=17.1\ {\rm eV}.$$

The predicted ratio is

$$\frac{7.70(17.1+7.70)}{4.27(17.1+4.27)}=2.09 .$$

The agreement with the full ratio benefits from cancellation. The estimate contains no ion core, so its direct counterpart is the ratio of the pair sum to the free-electron value, $5.228/2.461=2.12$. The same one-oscillator model gives separate coefficients of about 5.5 and 2.6 eV Å$^3$, each some 5 to 7% above the corresponding pair-sum and free-electron values.

One printed quantity needs care. The strongest computed atomic excitation lies at 4.06 eV in Mg and 2.95 eV in Ag, and is listed with about half of the static polarizability. An excited P level has three degenerate orientations, and the diagonalization may return them in any rotated combination, which divides the strength along $z$ among them. The listed share therefore belongs to one eigenvector and is not the share of the whole level.

## What to do in practice

**Check the static response first.** Compute $2\pi\rho\alpha_B(0)$ before summing free-atom coefficients over a metal. A value above 1 is impossible for the reflection of a local, passive half-space. In the one-oscillator model it also guarantees an overestimate. For a real atom it is a strong warning, and the integral over $u$ decides.

**Use the metal's own response.** For the long-range coefficient, evaluate the Lifshitz-Zaremba-Kohn integral with $\alpha_A(iu)$ of the free adsorbate and $\epsilon(iu)$ of the metal. In a noble metal, include the d electrons.

**If a pairwise code must be used, fit the asymptote.** Requiring the half-space sum to reproduce the screened $C_3$ gives

$$C_6^{\rm eff}=\frac{6C_3}{\pi\rho}.$$

For Mg this is $6(2.507)/[\pi(0.043)]=111$ eV Å$^6$ instead of 232. For Ag it is $6(2.888)/[\pi(0.059)]=93$ eV Å$^6$ instead of 218. These are coefficients for an atom outside an extended flat metal. The fit does not justify them for a small cluster, a step edge or an isolated metal atom, where the induced charge is arranged differently. A further many-body screening correction applied to them would count the screening twice.

**Keep $C_3$ apart from the short-range problem.** If the energy is written as $-C_3/(z-z_0)^3$, then at large $z$

$$-\frac{C_3}{(z-z_0)^3}=-\frac{C_3}{z^3}-\frac{3C_3z_0}{z^4}-\cdots .$$

A shift of the reference plane changes the next term and leaves $C_3$ alone. At an adsorption distance that term can be important, as can overlap and damping. A factor of two in $C_3$ therefore need not translate into a factor of two in the adsorption energy.

**Know the limits of these numbers.** Hartree-Fock response omits electron correlation. The finite basis makes the ion cores too weakly polarizable, which lowers the screened coefficient, noticeably for Ag; its other effects were not estimated. Xenon's polarizability enters both coefficients, so part of its error cancels in the ratio. The error of the free metal atom does not cancel: Hartree-Fock overestimates its polarizability, moderately for Mg and by tens of percent for Ag, and so inflates the pair sum and the ratio. To remove the discrepancy within this metal model, the Xe-Mg $C_6$ would have to fall by a factor of 2.09, and the Xe-Ag value by 2.33.

The metal model has a sharp surface and a local response. For silver it omits band-structure transitions between d and conduction states, apart from what the free ion core supplies. The screened coefficients are model values, neither measured nor exact. The numerical check below gives the inputs and results at higher printed precision.

## Computed results

```
lattice sum / half-space integral at 6 spacings: 0.9845
dipole lattice, polarizability/cell volume: 0.10
  reflection without mutual coupling: 0.6283
  reflection with mutual coupling: 0.5194
one-oscillator model: Omega 14 eV, omega_B 5 eV
  pair/screened C3 at omega_s = 8 eV: 1.853
  pair/screened C3 at omega_s = 3 eV: 0.537
Xe static polarizability: 3.970 A^3
Xe perfect-mirror C3: 8.512 eV A^3
Mg: density 0.043 A^-3, free electrons/atom 2
  atom polarizability: 12.049 A^3
  ion-core polarizability: 0.049 A^3
  main atomic excitation: 4.06 eV
  its share of static polarizability: 0.496
  free-electron omega_s: 7.70 eV
  4 pi rho alpha/3, atom: 2.170; core: 0.009
  Xe-Mg C6: 232.2 eV A^6
  C3 pair sum: 5.228 eV A^3 = 1.2966 a.u.
  C3 screened: 2.507 eV A^3 = 0.6216 a.u.
  C3 free electrons only: 2.461 eV A^3
  pair/screened ratio: 2.086
  share of excess from u < omega_s: 0.939
  u=0 eV: pair response 3.2552, screened g 1.0000
  u=5 eV: pair response 1.3363, screened g 0.7046
  u=10 eV: pair response 0.4959, screened g 0.3774
  u=30 eV: pair response 0.0749, screened g 0.0722
Ag: density 0.059 A^-3, free electrons/atom 1
  atom polarizability: 12.016 A^3
  ion-core polarizability: 1.017 A^3
  main atomic excitation: 2.95 eV
  its share of static polarizability: 0.457
  free-electron omega_s: 6.38 eV
  4 pi rho alpha/3, atom: 2.970; core: 0.251
  Xe-Ag C6: 218.0 eV A^6
  C3 pair sum: 6.735 eV A^3 = 1.6702 a.u.
  C3 screened: 2.888 eV A^3 = 0.7162 a.u.
  C3 free electrons only: 2.168 eV A^3
  pair/screened ratio: 2.332
  share of excess from u < omega_s: 0.871
  u=0 eV: pair response 4.4543, screened g 1.0000
  u=5 eV: pair response 1.4537, screened g 0.6747
  u=10 eV: pair response 0.6461, screened g 0.4316
  u=30 eV: pair response 0.2043, screened g 0.1830
```
